\section*{Cyclotron orbits of a Dirac electron in crossed fields}

\section*{Problem}

An electron of charge $-e$ ($e>0$) moves in a plane with energy $\varepsilon=v|\mathbf p|$, where $\mathbf p$ is the kinetic momentum measured from the Dirac point. Uniform static fields $\mathbf B=B\hat{\mathbf z}$ and $\mathbf E=E\hat{\mathbf y}$ act on it, with $B>0$ and $E\ge0$. Gaussian units are used. Treat the electron as a wave packet in one band, without scattering. The Berry curvature of the massless cone vanishes away from its apex, so $\dot{\mathbf r}=\partial\varepsilon/\partial\mathbf p$.

\begin{enumerate}
\item Find a constant of the motion that contains $\mathbf p$ alone. For which $E$ is the orbit in momentum space closed? Is the orbit in real space then closed too?
\item Find the angular frequency $\omega$ of the closed orbits.
\item Explain the dependence on $E$ by a boost in which $v$ plays the part of the speed of light.
\item How does $\omega$ depend on $E$ if the momentum-space area of the orbit is held fixed instead of the constant of part 1?
\item Evaluate the results for a potential ramp in graphene with $v=10^6$ m/s, $B=0.5$ T and a field of 3 kV/cm. Which neglected effects matter?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item The magnetic force does no work. Compare $\dot\varepsilon$ with $\dot p_x$; both are proportional to $\dot y$.
\item Use polar coordinates in momentum space and find $\dot\theta$. The integral over a turn is proportional to the area of the orbit.
\item Transform $(\varepsilon,p_x)$ and $(t,x)$ to the frame that moves with the drift velocity.
\item Express the constant of the motion by the area before inserting it in $\omega$.
\item In SI form, $B/c$ becomes $B$.
\end{enumerate}

\section*{Solution}

\subsection*{1. Shape of the orbit}

The force is $\dot{\mathbf p}=-e\mathbf E-(e/c)\,\dot{\mathbf r}\times\mathbf B$. Since $\dot{\mathbf r}\times\mathbf B=(\dot yB,-\dot xB)$,
\begin{equation}
\dot p_x=-\frac{eB}{c}\dot y,\qquad
\dot p_y=-eE+\frac{eB}{c}\dot x .
\label{eom}
\end{equation}
The energy changes at the rate $\dot\varepsilon=\dot{\mathbf r}\cdot\dot{\mathbf p}=-eE\dot y$. Define $u=cE/B$ and $\beta=u/v=cE/(vB)$. Then $u\dot p_x=-eE\dot y$ as well, so
\begin{equation}
K=\varepsilon-u\,p_x
\end{equation}
is constant. It is the kinetic energy at the points where $p_x=0$. With $p_x=p\cos\theta$ and $p_y=p\sin\theta$,
\begin{equation}
p(\theta)=\frac{K}{v(1-\beta\cos\theta)} ,
\label{conic}
\end{equation}
a conic section of eccentricity $\beta$ with a focus at the Dirac point.

For $\beta<1$ the denominator is positive at every angle, and the curve is an ellipse. To find its axes, square $p=K/v+\beta p_x$ and complete the square:
\begin{align}
(1-\beta^2)p_x^2-\frac{2\beta K}{v}p_x+p_y^2&=\frac{K^2}{v^2},\\
(1-\beta^2)\left[p_x-\frac{\beta K}{v(1-\beta^2)}\right]^2+p_y^2
&=\frac{K^2}{v^2(1-\beta^2)} .
\end{align}
The semi-axes along $p_x$ and $p_y$, and the area, are therefore
\begin{equation}
a=\frac{K}{v(1-\beta^2)},\quad
b=\frac{K}{v\sqrt{1-\beta^2}},\quad
A=\pi ab=\frac{\pi K^2}{v^2(1-\beta^2)^{3/2}} .
\label{area}
\end{equation}

For $\beta\ge1$ the denominator vanishes at $\cos\theta_c=1/\beta$, and the curve runs to infinity: a parabola for $\beta=1$, a branch of a hyperbola for $\beta>1$. Part 2 shows that the electron never stops on such a curve if $K\neq0$, so it cannot return. For $K=0$ and $\beta>1$ the orbit is one of the rays $\theta=\pm\theta_c$. For $K=0$ and $\beta=1$ the momentum points along $x$, both rates in (\ref{eom}) vanish, and the momentum stands still. Hence orbits that circulate and close require
\begin{equation}
E<\frac{vB}{c}\qquad(\text{in SI form } E<vB).
\end{equation}
The greatest magnetic force on the electron is $evB/c$, because its speed is fixed at $v$. A stronger electric force cannot be turned back.

Real space follows by integrating (\ref{eom}), written as $\dot p_y=(eB/c)(\dot x-u)$:
\begin{equation}
y=-\frac{c}{eB}p_x+\text{const},\qquad
x-ut=\frac{c}{eB}p_y+\text{const}.
\label{real}
\end{equation}
Seen from a frame moving with velocity $u$ along $x$, the electron traces the same ellipse, scaled by $c/eB$ and turned by a right angle. In the laboratory it is displaced by $uT$ in each period $T$. The laboratory orbit is therefore closed for $E=0$ but not for $0<E<vB/c$.

\subsection*{2. Frequency at fixed $K$}

The angular component of the force gives, with $\dot x=v\cos\theta$, $\dot y=v\sin\theta$ and $eE=\beta eBv/c$,
\begin{align}
p\dot\theta&=-\dot p_x\sin\theta+\dot p_y\cos\theta\\
&=\frac{eBv}{c}\left(\sin^2\theta+\cos^2\theta-\beta\cos\theta\right)
=\frac{eBv}{c}(1-\beta\cos\theta).
\end{align}
Dividing by (\ref{conic}),
\begin{equation}
\dot\theta=\frac{eBv^2}{cK}(1-\beta\cos\theta)^2 .
\label{thetadot}
\end{equation}
This is nonzero all along an orbit with $K\ne0$, as was used above. The period contains an integral that the area already supplies, since
\begin{equation}
A=\frac12\int_0^{2\pi}p^2\,d\theta
=\frac{K^2}{2v^2}\int_0^{2\pi}\frac{d\theta}{(1-\beta\cos\theta)^2} .
\end{equation}
Comparison with (\ref{area}) shows that the integral equals $2\pi/(1-\beta^2)^{3/2}$. Hence
\begin{equation}
T=\frac{2\pi cK}{eBv^2(1-\beta^2)^{3/2}},\qquad
\omega=\frac{eBv^2}{cK}(1-\beta^2)^{3/2} .
\label{omega}
\end{equation}
For $E=0$ this is the usual $eB/(m_cc)$ with cyclotron mass $m_c=K/v^2$. For small fields the reduction is $1-\tfrac32\beta^2$. Integrating the equations of motion for five values of $\beta$ from 0 to 0.95 and two values of $K$ reproduced (\ref{omega}) with a largest relative deviation of $6\times10^{-10}$.

\subsection*{3. The boost}

Let $\gamma=(1-\beta^2)^{-1/2}$ and define
\begin{align}
x'&=\gamma(x-ut), & t'&=\gamma(t-ux/v^2),\\
p_x'&=\gamma(p_x-u\varepsilon/v^2), & \varepsilon'&=\gamma(\varepsilon-up_x)=\gamma K,
\end{align}
with $y'=y$ and $p_y'=p_y$. This is a change of variables, which keeps $\varepsilon'=v|\mathbf p'|$; the true speed of light enters through the Gaussian unit factor $c$ alone. Put $D=dt'/dt=\gamma(1-u\dot x/v^2)$. Velocities transform as $dx'/dt'=\gamma(\dot x-u)/D$ and $dy'/dt'=\dot y/D$. From (\ref{eom}) and $\dot\varepsilon=-(eB/c)u\dot y$,
\begin{align}
\frac{dp_y'}{dt'}&=\frac{eB}{c}\,\frac{\dot x-u}{D}
=\frac{eB}{\gamma c}\frac{dx'}{dt'},\\
\frac{dp_x'}{dt'}&=-\frac{eB}{c}\,\frac{\gamma(1-\beta^2)\dot y}{D}
=-\frac{eB}{\gamma c}\frac{dy'}{dt'} .
\end{align}
There is no electric force left, and the magnetic field is $B'=B/\gamma$. The energy $\varepsilon'=\gamma K$ is constant, so the orbit is a circle with
\begin{equation}
\omega'=\frac{eB'v^2}{c\varepsilon'}=\frac{eBv^2}{cK\gamma^2} .
\end{equation}
After one turn $x'$ has its old value, so the laboratory period is longer by $\gamma$ and $\omega=\omega'/\gamma$. The three powers of $1/\gamma$ in (\ref{omega}) come from the weaker field, the larger energy and time dilation.

\subsection*{4. Frequency at fixed area}

Solving (\ref{area}) for $K$ and inserting it in (\ref{omega}),
\begin{equation}
K=v\sqrt{\frac A\pi}\,(1-\beta^2)^{3/4},\qquad
\omega=\frac{eBv}{c}\sqrt{\frac{\pi}{A}}\,(1-\beta^2)^{3/4} .
\label{fixedA}
\end{equation}
The power of the boost factor thus depends on what is held fixed. Fixed area is the natural condition if $E$ is raised slowly compared with the period. Equations (\ref{eom}) have the Hamiltonian form $\dot p_x=-(eB/c)\,\partial K/\partial p_y$, $\dot p_y=(eB/c)\,\partial K/\partial p_x$, so $A$ is the action of the orbit up to a constant and is an adiabatic invariant. The condition becomes harder to meet near the threshold, where $T$ diverges.

The same argument gives the quantum levels. At $E=0$ the square of the Dirac Hamiltonian is $v^2(\mathbf p^2\pm\hbar eB/c)$ on the two spinor components, and $\mathbf p^2$ has eigenvalues $(2m+1)\hbar eB/c$. Hence $K_n^2=2n\hbar eBv^2/c$, which corresponds to $A_n=2\pi n\hbar eB/c$. Keeping $A_n$ while $E$ is raised,
\begin{equation}
K_n=v\sqrt{\frac{2n\hbar eB}{c}}\,(1-\beta^2)^{3/4} .
\end{equation}
Numerical diagonalization at $\beta=0.6$ agrees for $n=1$ to 21 within rounding error, so the semiclassical argument loses nothing there.

\subsection*{5. A potential ramp in graphene}

Take $K=60$ meV. The threshold field is $vB=5\times10^5$ V/m $=5$ kV/cm (16.7 statV/cm), so 3 kV/cm means $\beta=0.6$. Then
\begin{align}
\omega_0&=\frac{eBv^2}{K}=\frac{0.5\times10^{12}}{0.060}\ \text{s}^{-1}=8.33\ \text{rad/ps},\\
\omega&=8.33\times(0.64)^{3/2}=8.33\times0.512=4.27\ \text{rad/ps}.
\end{align}
The period grows from 0.754 to 1.47 ps. The circle of radius $K/(evB)=0.120\ \mu$m becomes an ellipse of width $2(0.120)/0.64=0.375\ \mu$m along the field and $2(0.120)/0.8=0.300\ \mu$m along the drift, as seen from the drifting frame. The kinetic energy swings from $K/(1+\beta)=37.5$ meV to $K/(1-\beta)=150$ meV; the difference of 112.5 meV is the potential drop across the orbit. At fixed $K$ the collapse runs as follows, if the uniform field and the cone are both taken as unbounded.
\begin{center}
\begin{tabular}{cccc}
$E$ (kV/cm) & $T$ (ps) & $\omega/\omega_0$, fixed $K$ & $\omega/\omega_0$, fixed $A$\\
1.00 & 0.802 & 0.941 & 0.970\\
3.00 & 1.473 & 0.512 & 0.716\\
4.00 & 3.491 & 0.216 & 0.465\\
4.75 & 24.77 & 0.030 & 0.174
\end{tabular}
\end{center}

The intended case is a gate-made ramp in clean encapsulated graphene at 4 K. In equilibrium the built-in field does no Joule heating. The velocity is a rough typical value, and the mobility taken here, $\mu=5\times10^5$ cm$^2$/Vs, is a rough value for a very clean sheet. It gives a scattering time $\tau=\mu K/(ev^2)=3.0$ ps and $\omega\tau=12.8$, or about two turns, if $\tau$ is taken as constant over the orbit. The time-averaged kinetic energy on the orbit is 111 meV rather than $K$, so this $\tau$ is a reference value only. This $\tau$ is the transport time; small-angle scattering can blur the orbits sooner, so the estimate is a favourable one.

The length of the ramp sets a stricter limit. The orbit's width along the field, $2(0.120)/(1-\beta^2)\ \mu$m, exceeds $0.4\ \mu$m above 3.16 kV/cm, where $\omega/\omega_0=0.465$ at fixed $K$. The last two rows of the table therefore do not describe this ramp at $K=60$ meV. At 4.75 kV/cm the orbit would be 2.46 $\mu$m wide and its kinetic energy would reach 1.2 eV. There the nearest-neighbour lattice band departs from the cone by up to about 7\% in energy, and in some directions its speed is below $u$; for two of three field orientations tried, the orbit on the lattice band did not close, and for the third its period was about half that on the cone. Even in a wider ramp, the same $\tau$ would give only $\omega\tau=25.0\times0.0304\approx0.8$ there. At fixed $A$ the orbit grows less, because $K$ falls as $E$ rises. If $K=60$ meV at $E=0$, the width is $2(0.120)/(1-\beta^2)^{1/4}\ \mu$m: 0.31 $\mu$m at 4 kV/cm, which still fits the ramp, and 0.43 $\mu$m at 4.75 kV/cm, which does not.

The other assumption under strain is uniformity. The orbit barely fits a ramp 0.4 $\mu$m long, and a gate profile need not be straight over that length. Let the field vary linearly by 10\% across the orbit, with the mean field and the starting point held fixed. If it is strongest at the turning point where the kinetic energy is lowest, the period is 1.9\% shorter; the opposite gradient lengthens the period by 2.1\%, because the electron then has less kinetic energy between the same turning points and a smaller $|\dot y|$. Stronger variation was not computed.

The band of the nearest-neighbour lattice model departs from the cone by up to about 0.8\% in energy at 150 meV; for three orientations of the field to the lattice, $30^\circ$ apart, the period at 3 kV/cm changes by $+1.5\%$, $+0.1\%$ and $-1.1\%$. A larger departure is expected from the electron--electron interaction, which makes the velocity rise logarithmically toward the Dirac point, while this orbit spans local densities from about $10^{11}$ to $1.6\times10^{12}$ cm$^{-2}$. Take as a rough model $d\varepsilon/dp=v[1+\alpha\ln(p_0/p)]$, with $p_0$ the momentum at 60 meV and a guessed $\alpha$ of 0.04 to 0.07. It lowers $\omega/\omega_0$ from 0.512 to between 0.48 and 0.45, so for a real sheet the frequencies of this part should not be trusted to better than about ten percent. The level index at $K$ is 10.7, and the neighbouring levels at 58.05 and 60.89 meV are 2.84 meV apart, against $\hbar\omega=2.81$ meV. The thermal energy, 0.34 meV, is well below this spacing. The rough estimate $\hbar K/(k_BT_{\rm e})^2$, with $T_{\rm e}=4$ K the electron temperature, gives an electron--electron collision time near 300 ps. In two dimensions a factor of order $\ln(K/k_BT_{\rm e})\approx5$ shortens it to some 60 ps, still much longer than the period. Further values are in the numerical output.

\section*{Variation 1: a parabolic band}

\emph{Replace the cone by $\varepsilon=p^2/2m$. Is there still a threshold?}

The constant of the motion becomes
\begin{equation}
K=\frac{p^2}{2m}-up_x=\frac{(p_x-mu)^2+p_y^2}{2m}-\frac{mu^2}{2} .
\end{equation}
Every orbit is a circle about $(mu,0)$. With $\dot x=p_x/m$ and $\dot y=p_y/m$, (\ref{eom}) gives $\dot p_x=-(eB/mc)p_y$ and $\dot p_y=(eB/mc)(p_x-mu)$, a rotation at $eB/mc$ for any $E$. There is no threshold and no slowing, because the speed, and with it the magnetic force, can grow without limit in this model. The collapse belongs to the limited speed on the cone.

\section*{Variation 2: at and above the threshold}

\emph{How does the momentum grow for $\beta\ge1$, and does the electron stay in its band?}

\textbf{At the threshold.} For $\beta=1$ start at $\theta=\pi$ and set $s=-\cot(\theta/2)$. Then $1-\cos\theta=2/(1+s^2)$ and $d\theta=2\,ds/(1+s^2)$. With $\tau_K=cK/(eBv^2)$, (\ref{thetadot}) and (\ref{conic}) give
\begin{equation}
t=\frac{\tau_K}{2}\left(s+\frac{s^3}{3}\right),\quad
p=\frac{K}{2v}(1+s^2)\ \to\ \frac{K}{2v}\left(\frac{6t}{\tau_K}\right)^{2/3}
\end{equation}
at late times.

\textbf{Above it.} For $\beta>1$ and $K\neq0$ the direction tends to $\theta=-\theta_c$, where $\sin\theta=-\sqrt{1-1/\beta^2}$. The radial force is $\dot p=\dot p_x\cos\theta+\dot p_y\sin\theta=-eE\sin\theta$, so
\begin{equation}
\dot p\to e\sqrt{E^2-(vB/c)^2} .
\end{equation}
In the ramp with 7 kV/cm ($\beta=1.4$) the electron starts at its upper turning point with $60/2.4=25$ meV. It leaves the $0.4\ \mu$m ramp after 0.46 ps with $25+280=305$ meV.

\textbf{Interband passage.} For $\beta<1$ the conduction band has $K>0$ and the valence band, $K=-vp-up_x$, has $K<0$; no orbit of the other band is available. For $\beta>1$ both bands contain each value of $K$. Quantum mechanically $[p_x,p_y]=-i\kappa$ with $\kappa=\hbar eB/c$, so $p_x=-i\kappa\,d/dq$ with $q=p_y$. The equation $(v\boldsymbol\sigma\cdot\mathbf p-up_x)\psi=K\psi$ becomes
\begin{equation}
i\kappa(u-v\sigma_x)\psi'=(K-vq\sigma_y)\psi .
\end{equation}
Put $\phi=M\psi$ with $M^2=u-v\sigma_x$, which is positive for $u>v$. Then $M^{-2}=(u+v\sigma_x)/(u^2-v^2)$. Since $\sigma_x$ anticommutes with $\sigma_y$, $M^{-1}\sigma_yM^{-1}=\sigma_y\det M^{-1}=\sigma_y/\sqrt{u^2-v^2}$, and
\begin{equation}
i\kappa\phi'=\left[\frac{K(u+v\sigma_x)}{u^2-v^2}-\frac{vq\,\sigma_y}{\sqrt{u^2-v^2}}\right]\phi .
\end{equation}
The term in $u$ is a phase. The rest is a Landau--Zener problem with coupling $g=|K|v/(u^2-v^2)$ and levels $\pm\lambda q$, $\lambda=v/\sqrt{u^2-v^2}$. Keeping the sign of $\sigma_y$, hence of $\dot y$, while $p_y$ reverses means changing band. Its probability is $e^{-\pi g^2/(\kappa\lambda)}$, or
\begin{equation}
P=\exp\left[-\frac{\pi cK^2}{\hbar eBv^2(\beta^2-1)^{3/2}}\right].
\end{equation}
Direct integration of the wave equation for $\beta=1.4$ and $K=0.5\,(\hbar eBv^2/c)^{1/2}$ gives 0.434, as does the formula. In the 7 kV/cm field, taken as unbounded, $P\approx10^{-16}$ for $K=60$ meV but 0.36 for $K=10$ meV. The one-band picture of the open orbits thus fails for electrons that pass close to the Dirac point.

\section*{Computed values}
\begin{verbatim}
TESTS (scaled units)
largest relative period error, beta 0 to 0.95: 5.6e-10
parabolic band, period at E/B=0.6 over 2 pi: 1.000000
beta=1: p over late-time law at t=1e4: 0.99935
beta=1.4: late dp/dt, K>0 and K<0: 0.9805, 0.9795
beta=1.4: sqrt(beta^2-1): 0.9798
largest relative level error, n=1..21, beta=0.6: 6.7e-16
level spacing ratio, beta 0.6 to 0, n=20: 0.7155
interband P, wave equation / formula: 0.4339 / 0.4339
EXAMPLE INPUTS
v = 1.0e+06 m/s, B = 0.5 T, K = 60 meV
fields: 3.0 and 7.0 kV/cm
mobility 5e+05 cm2/Vs, temperature 4.0 K
bond length 0.142 nm, ramp length 0.4 um
CLOSED ORBIT
critical field: 5.000 kV/cm = 16.68 statV/cm
beta: 0.600, gamma: 1.2500
omega without E: 8.333 rad/ps
period without E: 0.754 ps
factor (1-beta^2)^(3/2): 0.5120
factor (1-beta^2)^(3/4): 0.7155
omega with E: 4.267 rad/ps = 0.679 THz (cycles)
period, formula / trajectory: 1.4726 / 1.4726 ps
kinetic energy range: 37.5 to 150.0 meV
orbit radius without E: 0.120 um
orbit width along E: 0.375 um
orbit width along drift, drift frame: 0.300 um
drift speed: 6.00e+05 m/s, per period 0.884 um
COLLAPSE: E (kV/cm), beta, period (ps), ratio fixed K, fixed area
0.00  0.00  0.754  1.0000  1.0000
1.00  0.20  0.802  0.9406  0.9698
2.00  0.40  0.979  0.7699  0.8774
3.00  0.60  1.473  0.5120  0.7155
4.00  0.80  3.491  0.2160  0.4648
4.75  0.95  24.766  0.0304  0.1745
OPEN ORBIT
beta: 1.40, time to leave ramp: 0.459 ps
kinetic energy on leaving: 305.0 meV
interband probability at K=60 meV: 1.36e-16
interband probability at K=10 meV: 3.62e-01
NEGLECTED EFFECTS
scattering time: 3.00 ps, mean free path 3.00 um
omega*tau without / with E: 25.0 / 12.8
hbar*omega: 2.808 meV, kT: 0.345 meV
level index at K: 10.68
levels 10, 11: 58.05, 60.89 meV
electron-electron time, rough hbar*K/(kT)^2: 332 ps
band warping at top energy: 0.82 %
period change, field varying 10 % over orbit: -1.92 %
\end{verbatim}
